\section*{The Wiedemann-Franz law for elastic scattering and its leading thermal correction, part 2}

How closely is the thermal conductivity $\kappa$ of a metal, taken at zero electric current, tied to its electrical conductivity $\sigma_T$ at temperature $T$? Carriers have charge $-e$, with $e>0$, band energy $\varepsilon_{\mathbf k}$ and velocity $\mathbf v=\nabla_{\mathbf k}\varepsilon_{\mathbf k}$ (units with $\hbar=1$); $k$ is Boltzmann's constant and $\mu$ the chemical potential. The occupation $f$ obeys the semiclassical Boltzmann equation without a magnetic field, with collision rates $W_{\mathbf k\mathbf k'}$ from $\mathbf k$ to $\mathbf k'$.

For elastic collisions with symmetric rates, the response to $\nabla T$ is $(\varepsilon-\mu)/T$ times that to $e\boldsymbol{\mathcal E}$, where $\boldsymbol{\mathcal E}=\mathbf E+\nabla\mu/e$. Both currents then follow from one conductivity function,
\[
\sigma_{ij}(\varepsilon)=e^2\sum_{\mathbf k}v_i\Lambda_j\,\delta(\varepsilon-\varepsilon_{\mathbf k}),\qquad \sum_{\mathbf k}=2\int\frac{d^dk}{(2\pi)^d},
\]
where the vector mean free path $\boldsymbol\Lambda$ solves $\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(\boldsymbol\Lambda_{\mathbf k}-\boldsymbol\Lambda_{\mathbf k'})=\mathbf v_{\mathbf k}$.

Let $x=(\varepsilon-\mu)/kT$, $f_0=1/(e^x+1)$, $f_0'=\partial f_0/\partial\varepsilon$ and $w(x)=-df_0/dx=1/[4\cosh^2(x/2)]$. This window has $\int x^2w\,dx=\pi^2/3$. The moments are
\[
K_n=\int d\varepsilon\,\sigma(\varepsilon)(\varepsilon-\mu)^n(-f_0'),\qquad M_n=\int dx\,\sigma(\mu+xkT)\,x^n w(x).
\]
The charge current and thermal conductivity are
\begin{equation}
\mathbf J=K_0\boldsymbol{\mathcal E}+\frac{1}{eT}K_1\nabla T,\label{eq:J}
\end{equation}
\begin{equation}
\kappa=\frac{1}{e^2T}\left(K_2-K_1K_0^{-1}K_1\right).
\label{eq:kappa}
\end{equation}
With $\sigma_T=K_0$, the Lorenz tensor $\mathcal L=\kappa\sigma_T^{-1}/T$ and its scalar form $L$ are
\begin{equation}
\mathcal L=\left(\frac ke\right)^2\left(M_2-M_1M_0^{-1}M_1\right)M_0^{-1}.
\label{eq:lorenz}
\end{equation}
\begin{equation}
L=\left(\frac ke\right)^2\left(\langle x^2\rangle-\langle x\rangle^2\right),\qquad \langle x^n\rangle=\frac{M_n}{M_0}.
\label{eq:var}
\end{equation}
Let $s$, $s'$, $s''$ be $\sigma(\varepsilon)$ and its first two energy derivatives at $\mu$, and $L_0=(\pi^2/3)(k/e)^2$. For smooth $\sigma(\varepsilon)$ and invertible $s$, at low temperature,
\begin{equation}
\mathcal L=L_0\left\{\mathbf 1+\pi^2(kT)^2\left[\frac{8}{15}s''s^{-1}-\frac13\left(s's^{-1}\right)^2\right]+O(T^4)\right\}.
\label{eq:general}
\end{equation}
The first term in the bracket is the broadening term; the second, the thermoelectric term, comes from the field that stops the current. At this order $L$ exceeds $L_0$ when
\begin{equation}
\frac{s''s}{s'^2}>\frac58\qquad(\text{scalar }s,\ s'\neq0).
\label{eq:criterion}
\end{equation}

\subsection{Power-law conductivity function}

Let $\sigma(\varepsilon)=A\varepsilon^p$ for $\varepsilon>0$ and zero below the band edge, with $p>0$. At $\varepsilon=\mu$,
\begin{equation}
\frac{s'}{s}=\frac p\mu,\qquad \frac{s''}{s}=\frac{p(p-1)}{\mu^2}.
\end{equation}
The bracket in \eqref{eq:general}, multiplied by $\mu^2$, is
\begin{equation}
\frac{8p(p-1)}{15}-\frac{5p^2}{15}=\frac{3p^2-8p}{15}.
\end{equation}
Therefore
\begin{equation}
\frac{L}{L_0}=1+c_p\left(\frac{kT}{E_F}\right)^2+O\!\left(\frac{kT}{E_F}\right)^4,\qquad
c_p=\frac{\pi^2}{15}\,p(3p-8),
\label{eq:power}
\end{equation}
where $\mu$ has been replaced by the Fermi energy $E_F$, its value at $T=0$ measured from the band edge. That replacement needs a reason when the density is held fixed.

For a parabolic band in three dimensions the density of states varies as $\varepsilon^{1/2}$. Integrating the density by parts turns it into the window average of a function proportional to $\varepsilon^{3/2}$. Keeping it at its zero-temperature value requires
\begin{equation}
E_F^{3/2}=\mu^{3/2}\left[1+\frac12\cdot\frac32\cdot\frac12\cdot\frac{\pi^2}{3}\left(\frac{kT}{\mu}\right)^2+\dots\right]
=\mu^{3/2}\left[1+\frac{\pi^2}{8}\left(\frac{kT}{\mu}\right)^2+\dots\right].
\end{equation}
Raising both sides to the power $2/3$ and solving for $\mu$ gives
\begin{equation}
\mu=E_F\left[1-\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2+\dots\right].
\label{eq:mu}
\end{equation}
The relative change of $\mu$ is of second order. Since the correction to $L$ is already of second order, using $E_F$ in place of $\mu$ changes $L$ at fourth order. The same argument applies to any band whose density of states is smooth and nonzero at $E_F$.

The band edge must also be considered, because the Taylor series of $\varepsilon^p$ about $\mu$ cannot be used for all $x$. For $|x|<\mu/(2kT)$ the terms left out of the expansion are bounded by a constant times powers of $xkT/\mu$, and they integrate to the stated orders. Outside this range $w\le e^{-|x|}$, so the contribution is exponentially small in $\mu/kT$, apart from powers. The expansion is thus a statement about small $kT/E_F$. Nothing here shows that it converges at a given temperature. Even where it terminates, as for $p=1$ at fixed $\mu$, it leaves out the exponentially small terms from the band edge.

\subsection{What the exponent says about the scattering}

In a three-dimensional parabolic band with a relaxation time $\tau\propto\varepsilon^r$, the conductivity function is proportional to the density of states times $v^2\tau$. The powers add to $p=\frac12+1+r=\frac32+r$. Three cases show the range.

A constant mean free path $v\tau$ means $r=-\frac12$ and $p=1$. Then $\sigma(\varepsilon)$ is a straight line, the broadening term vanishes, and the thermoelectric term gives $c_1=-\pi^2/3=-3.290$.

A constant relaxation time means $p=\frac32$ and $c_{3/2}=-3.454$. Its broadening part is $+3.948$ and its thermoelectric part $-7.402$, so the net correction is the difference of two larger numbers.

A relaxation time growing as $\varepsilon^{3/2}$ means $p=3$ and $c_3=+1.974$. Here $s''s/s'^2=2/3$ exceeds the $5/8$ of \eqref{eq:criterion}: the broadening part $16\pi^2/5$ slightly outweighs the thermoelectric part $-3\pi^2$.

The sign changes at $p=8/3$, in agreement with \eqref{eq:criterion}, since $s''s/s'^2=(p-1)/p$. At that exponent the second-order correction vanishes and the fourth-order terms decide. Between $p=0$ and $p=8/3$ the coefficient is negative. Its derivative is proportional to $6p-8$, so it is lowest at $p=4/3$, where $c_p=-16\pi^2/45$. In this range the second-order fall of $L$ therefore never exceeds $(16\pi^2/45)(kT/E_F)^2$ relative to $L_0$.

The numerical check evaluates the integrals in \eqref{eq:var} directly for $p=1$, $\frac32$, $\frac83$ and $3$. It extrapolates $(L/L_0-1)/(kT/\mu)^2$ to zero temperature and tests that the result agrees with $c_p$ to within $0.002$.

\subsection{A lattice band without a relaxation time}

Equation \eqref{eq:general} claims more than the scalar case, so it is tested on an anisotropic band in two dimensions. With the largest hopping as the unit of energy and the lattice constant as the unit of length,
\begin{equation}
\varepsilon_{\mathbf k}=-2\cos k_x-1.2\cos k_y-0.6\cos(k_x+k_y).
\end{equation}
The elastic rate is proportional to $1+3e^{-4q}$, where $q=\sin^2[(k_x-k_x')/2]+\sin^2[(k_y-k_y')/2]$ measures the momentum transfer. The chemical potential lies $1.6$ above the band bottom, and $kT=0.016$.

On the shell at $\mu$, $\sigma_{yy}/\sigma_{xx}=0.661$ and $\sigma_{xy}/\sigma_{xx}=0.184$. The mean free path deviates from the direction of the velocity by up to $4.1$ degrees ($3.9$ among the 24 points per shell used in the calculation), so no scalar relaxation time describes this case. The Boltzmann equation is solved for many shells at once, separately for the electric and the thermal drive. Formula \eqref{eq:general} is evaluated from solutions on single shells near $\mu$, with derivatives taken as central differences of step $0.04$. The last digit of the table below is uncertain by about one unit: with 48 or more points per shell the solved $yx$ entry becomes $-0.334$, and with exact derivatives the $xx$ and $xy$ formula entries become $-8.045$ and $-0.763$. The results for the deviation $\mathcal L/L_0-\mathbf 1$, in units of $10^{-4}$, are:

\begin{center}
\begin{tabular}{lcc}
component & solved & formula\\
$xx$ & $-8.042$ & $-8.044$\\
$yy$ & $-8.962$ & $-8.962$\\
$xy$ & $-0.761$ & $-0.762$\\
$yx$ & $-0.333$ & $-0.335$
\end{tabular}
\end{center}

The $xy$ and $yx$ components differ although $\kappa$ and $\sigma_T$ are both symmetric. The product of two symmetric matrices is symmetric only if they commute, and here $\kappa$ and $\sigma_T$ have slightly different principal axes. Code that stores one off-diagonal component of $\mathcal L$ would lose information.

\subsection{What inelastic scattering changes}

Let collisions now change the energy of a carrier, with rates that obey detailed balance. Write $f=f_0+f_0(1-f_0)\varphi$, and let $\Gamma_{\mathbf k\mathbf k'}$ be the equilibrium flow $W_{\mathbf k\mathbf k'}f_0(\varepsilon_{\mathbf k})[1-f_0(\varepsilon_{\mathbf k'})]$, which equals the reverse flow. To first order in $\varphi$, the flow from $\mathbf k$ to $\mathbf k'$ is multiplied by $1+(1-f_0)\varphi-f_0^{*}\varphi^{*}$, where a star marks quantities at $\mathbf k'$. The reverse flow is multiplied by $1+(1-f_0^{*})\varphi^{*}-f_0\varphi$. The difference of the two is $\varphi-\varphi^{*}$, so the net loss from $\mathbf k$ is
\begin{equation}
\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}(\varphi_{\mathbf k}-\varphi_{\mathbf k'}).
\end{equation}
Now let $\varphi=hg$, with $h$ a function of energy. Adding and subtracting $h_{\mathbf k}g_{\mathbf k'}$ gives
\begin{equation}
\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}(h_{\mathbf k}g_{\mathbf k}-h_{\mathbf k'}g_{\mathbf k'})
=h_{\mathbf k}\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}(g_{\mathbf k}-g_{\mathbf k'})
+\sum_{\mathbf k'}\Gamma_{\mathbf k\mathbf k'}(h_{\mathbf k}-h_{\mathbf k'})g_{\mathbf k'} .
\end{equation}
The last sum vanishes for elastic collisions. Otherwise the thermal response is in general no longer $(\varepsilon-\mu)/T$ times the electric one, and a single function $\sigma(\varepsilon)$ does not serve both currents. A collision that changes the energy but hardly the direction of motion can degrade the heat current while leaving the charge current almost intact.

In the lattice model, let an inelastic rate $6e^{-4q}$ be added, on the scale where the elastic rate is $1+3e^{-4q}$, spread over final energies by a normalised Gaussian of standard deviation $2kT$ times the factor $e^{(\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k'})/2kT}$ that gives detailed balance. These collisions favour small momentum transfer, and adding them lowers $\mathcal L_{xx}/L_0$ to $0.75$ and $\mathcal L_{yy}/L_0$ to $0.71$. These values belong to the chosen rates. They are not a bound: stronger rates of the same form lower the ratios further, towards about $0.39$ and $0.30$ when the inelastic collisions dominate. With these rates the momentum transfer is not negligible, and $\sigma_{xx}$ also falls, by about 22 per cent. The example shows that inelastic collisions can change the ratio by tens of per cent at a temperature where the elastic correction is below one part in a thousand.

\subsection{Worked example}

Take a three-dimensional parabolic band with constant relaxation time, $p=\frac32$, and a round model value $E_F=0.01$ hartree. The density is fixed. At each temperature $\mu$ is found from the density, and \eqref{eq:var} is integrated without expansion.

\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $kT/E_F$ & $L/L_0$ & formula \eqref{eq:power}\\
50 & 0.0158 & 0.99914 & 0.99913\\
100 & 0.0317 & 0.99656 & 0.99654\\
200 & 0.0633 & 0.98657 & 0.98614\\
300 & 0.0950 & 0.97114 & 0.96882
\end{tabular}
\end{center}

At 300 K, $kT=9.500\times10^{-4}$ hartree, so $kT/E_F=0.0950$. The leading formula gives
\begin{equation}
\frac L{L_0}\approx1-3.454\times(0.0950)^2=1-0.0312=0.9688 .
\end{equation}
For the full integral, the chemical potential has fallen to $\mu=0.9925\,E_F$, close to what \eqref{eq:mu} predicts. The moments are $\langle x\rangle=0.4644$ and $\langle x^2\rangle=3.4106$. Hence
\begin{align}
\langle x^2\rangle-\langle x\rangle^2&=3.4106-0.2157=3.1949,\\
\frac L{L_0}&=\frac{3.1949}{3.2899}=0.9711 .
\end{align}
In SI units $L=2.3725\times10^{-8}\ \mathrm{W\,\Omega\,K^{-2}}$. The full correction is $-0.0289$, and the leading formula overstates its size by about 8 per cent. The program tests that the remainder is of fourth order: doubling the temperature from 25 K to 50 K multiplies it by $16.03$, where a pure fourth power would give 16.

The mean energy also gives the Seebeck coefficient $S$, defined by $\boldsymbol{\mathcal E}=S\nabla T$ at zero current. From \eqref{eq:J}, $S=-(k/e)\langle x\rangle=-86.17\times0.4644\ \mu\mathrm{V/K}=-40.0\ \mu\mathrm{V/K}$. If the thermoelectric subtraction were omitted, the ratio would be $3.4106/3.2899=1.037$, on the wrong side of one.

\subsection{Notes for implementation and limits of use}

When $\sigma(\varepsilon)$ is available on a grid, the integrals in \eqref{eq:lorenz} are preferable to the expansion, since they need no derivatives. The grid must resolve both $kT$ and the structure of $\sigma(\varepsilon)$. Because $w\le e^{-|x|}$, cutting the integrals at $|x|=X$ leaves out at most
\begin{equation}
2\int_X^\infty x^2e^{-x}dx=2(X^2+2X+2)e^{-X}
\end{equation}
of the second moment, for a constant $\sigma(\varepsilon)$ and in units of its value.

A useful check is to shift the energy reference. If $\varepsilon-\mu$ is replaced by $\varepsilon-\mu+b$ in the moments, $K_1$ becomes $K_1+bK_0$ and $K_2$ becomes $K_2+2bK_1+b^2K_0$. The product $K_1K_0^{-1}K_1$ gains the same $2bK_1+b^2K_0$, so $\kappa$ in \eqref{eq:kappa} is unchanged. Code whose $\kappa$ depends on $b$ has an error in the subtraction.

The expansion fails when $\sigma(\varepsilon)$ varies strongly within a few $kT$ of $\mu$, even if all scattering is elastic. Two extreme cases follow from the variance in \eqref{eq:var}. If conduction is confined to a band of energies much narrower than $kT$, the variance, and with it $L$, tends to zero. If $\mu$ lies in the middle of a gap $\Delta$ and $\sigma(\varepsilon)$ is symmetric about it, then $\langle x\rangle=0$ and every conducting state has $|x|\ge\Delta/(2kT)$. Hence $L\ge(k/e)^2[\Delta/(2kT)]^2$, which lies far above $L_0$ when $\Delta\gg kT$. Electrons and holes then carry heat in the same direction while their charge currents cancel.

A measured thermal conductivity also contains the heat carried by the lattice, which must be removed before the ratio is compared with \eqref{eq:general}. A deviation from $L_0$ is therefore not by itself evidence of inelastic scattering. The elastic value for the given $\sigma(\varepsilon)$ has to be computed first. For a power-law $\sigma(\varepsilon)$ with $E_F$ of several electronvolts, \eqref{eq:power} gives a correction of order $10^{-4}$ at 300 K, so a much larger electronic deviation cannot then come from this term.

\section*{Table of computed values}
\begin{verbatim}
Fermi-window moment of x^2: 3.289868
Fermi-window moment of x^4: 45.457576
k/e: 86.1733 microvolt/K
L_0: 2.44300e-08 W ohm/K^2
Lattice test, energies in units of the largest hopping:
  mu above band bottom: 1.600, kT: 0.016
  sigma_yy/sigma_xx: 0.6607
  sigma_xy/sigma_xx: 0.1841
  largest angle, mean free path to velocity: 3.93 degree
  relative shell sum of velocity, no inversion: 5.9e-17
  (L/L_0 - 1)_xx: solved -8.0420e-04, formula -8.0439e-04
  (L/L_0 - 1)_yy: solved -8.9623e-04, formula -8.9618e-04
  (L/L_0 - 1)_xy: solved -7.6097e-05, formula -7.6243e-05
  (L/L_0 - 1)_yx: solved -3.3336e-05, formula -3.3479e-05
  with inelastic scattering, L_xx/L_0: 0.7477, L_yy/L_0: 0.7084
Coefficient of (kT/E_F)^2 in L/L_0:
  p = 1.0000: integrals -3.2899, formula -3.2899
  p = 1.5000: integrals -3.4544, formula -3.4544
  p = 2.6667: integrals 0.0000, formula 0.0000
  p = 3.0000: integrals 1.9740, formula 1.9739
Parabolic band, p = 1.5, E_F = 0.01 hartree, fixed density:
  T = 25 K: kT/E_F 0.00792, mu/E_F 0.99995, L/L_0 0.999784, leading formula 0.999783
  T = 50 K: kT/E_F 0.01583, mu/E_F 0.99979, L/L_0 0.999136, leading formula 0.999134
  T = 100 K: kT/E_F 0.03167, mu/E_F 0.99917, L/L_0 0.996561, leading formula 0.996536
  T = 200 K: kT/E_F 0.06334, mu/E_F 0.99668, L/L_0 0.986569, leading formula 0.986143
  T = 300 K: kT/E_F 0.09500, mu/E_F 0.99247, L/L_0 0.971144, leading formula 0.968822
  remainder at 50 K over remainder at 25 K: 16.029
At 300 K: kT = 9.500435e-04 hartree, mu = 9.924685e-03 hartree
  mean of x: 0.46442
  mean of x^2: 3.41062
  variance of x: 3.19494
  Seebeck coefficient: -40.021 microvolt/K
  L: 2.3725e-08 W ohm/K^2
  broadening part of coefficient: 3.9478
  thermoelectric part of coefficient: -7.4022
\end{verbatim}
